\section*{Where to put the read threshold between two unequal memory levels}

\section*{Question}

I am modelling the read operation of a charge-trap flash cell that stores one bit. Over many cells, the threshold voltage of the erased state is roughly Gaussian with mean $-1.0$~V and standard deviation $0.40$~V. The programmed state has mean $2.0$~V and standard deviation $0.20$~V. Both states are equally common.

I put the read threshold at the midpoint, $0.5$~V, because that leaves the same margin of $1.5$~V on each side. A colleague says that this is wrong and that the threshold belongs where the two probability densities are equal. Why should densities matter, when an error is an area under a tail? Where does the threshold go, and does it make a real difference?

\section*{Answer}

Equal margins in volts are not equal protection. Your $1.5$~V is $3.75$ standard deviations of the erased level but $7.5$ of the programmed one, so nearly all the errors come from the erased side. The tail areas are indeed what you want to make small. The densities enter because they say how fast those areas change when the threshold moves.

\subsection*{From tail areas to densities}

Let level $i=1,2$ have mean $m_i$ and standard deviation (``width'') $s_i$, with $m_2>m_1$ and
\begin{equation}
p_i(t)=\frac{1}{\sqrt{2\pi}\,s_i}\exp\left[-\frac{(t-m_i)^2}{2s_i^2}\right].
\end{equation}
A cell whose threshold voltage lies below the read threshold $t$ is read as state 1, and one above it as state 2. State 1 is misread in its upper tail, state 2 in its lower tail. With probability $1/2$ for each state, the mean error probability is
\begin{equation}
P(t)=\frac12\int_t^\infty p_1(v)\,dv+\frac12\int_{-\infty}^t p_2(v)\,dv .
\end{equation}
Raising $t$ by $dt$ rescues a fraction $p_1\,dt$ of the state-1 cells and loses a fraction $p_2\,dt$ of the state-2 cells. Hence
\begin{equation}
P'(t)=\tfrac12\left[p_2(t)-p_1(t)\right].
\label{slope}
\end{equation}
As long as $p_1>p_2$, raising the threshold pays. The gain stops where $p_1(t)=p_2(t)$. This step does not use the Gaussian shape.

\subsection*{Solving for the threshold}

Write $x=t-m_1$, $d=m_2-m_1$ and $L=\ln(s_2/s_1)$. The logarithm of $p_1=p_2$, with the common factor $\sqrt{2\pi}$ cancelled, is
\begin{equation}
-\ln s_1-\frac{x^2}{2s_1^2}=-\ln s_2-\frac{(d-x)^2}{2s_2^2}.
\end{equation}
Multiplying by $-2$ and collecting terms gives
\begin{equation}
\frac{x^2}{s_1^2}-\frac{(d-x)^2}{s_2^2}=2L .
\label{cond}
\end{equation}
The right-hand side comes from the heights of the two curves: a narrower Gaussian is taller. Multiply by $s_1^2s_2^2$ and expand the square:
\begin{equation}
(s_2^2-s_1^2)x^2+2ds_1^2x-s_1^2(d^2+2s_2^2L)=0 .
\label{quad}
\end{equation}
A quarter of the discriminant is
\begin{align}
&d^2s_1^4+(s_2^2-s_1^2)s_1^2(d^2+2s_2^2L)\nonumber\\
&\quad=s_1^2s_2^2\left[d^2+2(s_2^2-s_1^2)L\right]\equiv s_1^2s_2^2R^2 ,
\end{align}
because the two terms $d^2s_1^4$ cancel. The factors $s_2^2-s_1^2$ and $L$ have the same sign, so $R\ge d>0$ and the roots are real. For unequal widths,
\begin{equation}
x_\pm=\frac{s_1(\pm s_2R-s_1d)}{s_2^2-s_1^2}.
\label{roots}
\end{equation}

To see which root is the minimum, differentiate (\ref{slope}), using $p_i'=-(t-m_i)p_i/s_i^2$. At a crossing, where both densities equal $p$,
\begin{align}
P''&=\frac p2\left[\frac{d-x}{s_2^2}+\frac{x}{s_1^2}\right]
=\frac p2\,\frac{ds_1^2+(s_2^2-s_1^2)x}{s_1^2s_2^2}\nonumber\\
&=\pm\frac{pR}{2s_1s_2}.
\label{curv}
\end{align}
The last step uses (\ref{roots}), which says that $(s_2^2-s_1^2)x_\pm+ds_1^2=\pm s_1s_2R$. So $x_+$ is a minimum and $x_-$ a maximum. Far out on either side every cell is read as the same state, and $P\to1/2$. From $x_+$ the error therefore rises to $1/2$ on one side; on the other it rises to the maximum and then falls back to $1/2$. The minimum at $x_+$ is global.

The form (\ref{roots}) becomes $0/0$ for equal widths. Multiply numerator and denominator by $s_2R+s_1d$ and use
\begin{equation}
s_2^2R^2-s_1^2d^2=(s_2^2-s_1^2)(d^2+2s_2^2L).
\end{equation}
The factor $s_2^2-s_1^2$ cancels, leaving
\begin{equation}
t^*=m_1+\frac{s_1(d^2+2s_2^2L)}{s_1d+s_2R}.
\label{main}
\end{equation}
For $s_1=s_2$ we have $L=0$ and $R=d$, so $t^*=m_1+d/2$. Your midpoint is the right answer for equal widths.

As a test of (\ref{main}), I minimised $P(t)$ numerically, without using the formula, for $(d,s_1,s_2)$ equal to $(3,0.4,0.2)$, $(3,0.2,0.4)$, $(4,1,1)$, $(1,2,1)$, $(0.2,3,1)$, $(0.5,1,2.5)$ and $(6,1,1.3)$, all in volts. The largest disagreement was $2.2\times10^{-8}$~V.

\subsection*{Well-separated levels}

When $d$ is much larger than the widths, the right-hand side of (\ref{cond}) is a small correction. Without it, $x/s_1=(d-x)/s_2$, so
\begin{equation}
x_0=\frac{s_1}{s_1+s_2}\,d .
\end{equation}
This threshold lies the same number of widths from each mean, which makes the two conditional error probabilities equal. To restore the logarithm, put $x=x_0+\delta$ and keep terms linear in $\delta$:
\begin{equation}
2\delta\left[\frac{x_0}{s_1^2}+\frac{d-x_0}{s_2^2}\right]
=\frac{2\delta d}{s_1+s_2}\left[\frac1{s_1}+\frac1{s_2}\right]
=\frac{2\delta d}{s_1s_2}=2L .
\end{equation}
Thus $\delta=s_1s_2L/d$. The neglected term in $\delta^2$ is of order $d^{-2}$; divided by the slope, which grows as $d$, it changes $x$ at order $d^{-3}$.

\subsection*{Your cell}

Here $d=3.00$~V and $L=\ln(0.20/0.40)=-0.6931$. Then
\begin{align}
R&=\sqrt{9+2(0.04-0.16)(-0.6931)}=3.0276\ \mathrm{V},\\
t^*&=-1.0+\frac{0.40\,[9+2(0.04)(-0.6931)]}{0.40(3)+0.20(3.0276)}
=0.982\ \mathrm{V}.
\end{align}
The estimate for large separation gives $1.000-0.0185=0.9815$~V, which agrees to within $0.1$~mV. The errors are:
\begin{center}
\begin{tabular}{lcc}
Threshold & $t$ (V) & $P$\\ \hline
Midpoint & 0.500 & $4.42\times10^{-5}$\\
Equal number of widths & 1.000 & $2.87\times10^{-7}$\\
Equal densities & 0.982 & $2.70\times10^{-7}$
\end{tabular}
\end{center}
In this model the midpoint makes about 160 times as many errors as the optimum. In $10^9$ cells that means about 44\,000 expected misreads instead of 270. Most of the gain comes from counting distance in widths; the logarithm lowers the error by a further 6\% relative to the equal-width-count value.

The densities show the imbalance directly. At the midpoint they are $8.8\times10^{-4}$ and $1.2\times10^{-12}$ per volt, so a small upward step rescues vastly more erased cells than it loses programmed ones. At $t^*$ both are $4.67\times10^{-6}$ per volt.

Equal densities do not mean equal tail areas. At $t^*$ the erased cells are misread with probability $3.6\times10^{-7}$ and the programmed ones with $1.8\times10^{-7}$. At a distance of $z_i$ widths, the density of level $i$ falls off at the relative rate $z_i/s_i$, so for large $z_i$ its tail area is approximately $p\,s_i/z_i$. With $z_1=4.95$ and $z_2=5.09$ the ratio of the areas should be about $(0.40/4.95)/(0.20/5.09)=2.06$, close to the computed $2.05$. If you need equal reliability for stored zeros and ones, use the equal-width-count threshold, provided the levels are Gaussian out to their tails. If you want the fewest errors overall, use $t^*$.

The curvature (\ref{curv}) tells you how finely the read voltage must be set. With $P''=8.84\times10^{-5}$~V$^{-2}$, an offset of $0.02$~V costs about $\frac12P''(0.02)^2=1.8\times10^{-8}$, or 6.5\% of the minimum error. The full expression gives 7.2\% for an upward and 6.1\% for a downward offset.

\subsection*{When the midpoint survives, and when one threshold is not enough}

Unequal widths do not rule out the midpoint at every separation. Insert $x=d/2$ in (\ref{cond}):
\begin{equation}
\frac{d^2}{4}\left(\frac1{s_1^2}-\frac1{s_2^2}\right)=2L
\quad\Longrightarrow\quad
d_c^2=\frac{8s_1^2s_2^2L}{s_2^2-s_1^2}.
\end{equation}
At this one separation the midpoint is optimal, since the first bracket in (\ref{curv}) is positive there. At any other separation the densities at the midpoint obey
\begin{equation}
\ln\frac{p_1}{p_2}=L-\frac{d^2(s_2^2-s_1^2)}{8s_1^2s_2^2}
=L\left(1-\frac{d^2}{d_c^2}\right).
\end{equation}
Take $s_1>s_2$, so that $L<0$. At $m_2$ the narrow level is at its peak, which is higher than any value of $p_1$; hence $m_2$ lies between the two crossings, and the midpoint lies below the upper one. For $d>d_c$ we have $p_1>p_2$ at the midpoint, so the optimum lies above it, towards the narrower level. For $d<d_c$ it lies towards the wider level. Exchanging the levels gives the same rule for $s_2>s_1$.

For your widths $d_c=0.54$~V, where the error is 17\%, useless for storage. Below $d=s_2\sqrt{2\ln(s_1/s_2)}=0.24$~V the numerator of (\ref{main}) is negative, and the optimum even leaves the interval between the means.

The second crossing also has a meaning. Above it the wide level is again the more probable one, so a reader allowed two thresholds would assign those cells to state 1. In your cell this crossing is at $5.02$~V and the gain in $P$ is $5\times10^{-52}$, which is irrelevant. For strongly overlapping levels the gain need not be negligible.

\subsection*{How far to trust the numbers}

Your values are round numbers of the size I would expect for a three-dimensional charge-trap cell storing one bit. The assumption most at risk is the Gaussian shape five widths from the mean. Suppose that one cell in $10^4$ of each level has an additional shift towards the other level, distributed exponentially with mean $0.30$~V. With the threshold held at $0.982$~V, the error rises from $2.7\times10^{-7}$ to $2.5\times10^{-6}$, a factor of about nine. The programmed tail matters more, because the threshold is only $1.02$~V from that mean and $1.98$~V from the other: the bare factors are $e^{-1.02/0.30}=0.033$ and $e^{-1.98/0.30}=0.0014$. The Gaussian spread of the shifted cells multiplies these by about $e^{s_i^2/(2\cdot0.30^2)}$, which is $1.25$ for the programmed and $2.43$ for the erased level. So a fraction $0.042$ of the programmed tail cells and $0.0033$ of the erased ones are misread, a ratio of about 13. Equal densities of the complete distributions now give $0.914$~V and an error of $2.3\times10^{-6}$. The Gaussian threshold is thus still a fair setting for these tails, but the Gaussian error is not a fair prediction. The midpoint gives $4.5\times10^{-5}$, still 18 times the error at $0.982$~V.

Three other effects are smaller for the values chosen here, if each acts alone. The margin is not large: a drift of $-2.5$~mV/K over the same 60~K, or a charge loss of 12\% instead of 5\%, would each give about $3\times10^{-6}$ or more at the fixed threshold, above the tail case. They can reinforce one another: the warming and the charge loss described below together raise the Gaussian error at $0.982$~V to $1.8\times10^{-6}$.

\begin{itemize}
\item \textbf{Temperature.} If both levels drift by $-1$~mV/K and the cell warms by 60~K, they fall by $0.06$~V. At a fixed read voltage the error becomes $5.0\times10^{-7}$. A read voltage that follows the drift removes this increase, provided the widths stay the same.

\item \textbf{Charge loss.} Let each stored carrier escape independently with probability $f=0.05$, and let an uncharged cell have threshold voltage zero. Treat the gate as a cylindrical capacitor of length 30~nm, with the charge at radius 45~nm and 7~nm of oxide of relative permittivity 3.9 around it. One electron then shifts the threshold by $v=e\ln(52/45)/(2\pi\varepsilon_0\varepsilon_r\ell)=3.56$~mV, where $\ell$ is the gate length, and $2.0$~V corresponds to about 560 electrons. The means shrink by the factor $1-f$, and the variances become approximately $(1-f)^2s_i^2+f(1-f)|m_i|v$: the old spread scaled down, plus the randomness of the loss. The levels become slightly narrower, $0.380$ and $0.191$~V, because the scaling outweighs the randomness. This takes $f$ to be the same in every cell. If it varies independently of the stored charge, the levels are wider than this; if it grows with the stored charge, they can be narrower. An independent spread can matter a great deal: a gamma-distributed $f$ with mean $0.05$ and standard deviation $0.03$ brings the programmed width back to $0.200$~V and gives an error of about $8\times10^{-7}$ at the old threshold, and an exponentially distributed $f$ with the same mean gives about $4\times10^{-5}$. The numbers that follow assume the same $f$ in every cell. For Gaussian levels with these means and widths, the error at the old threshold is $4.7\times10^{-7}$. Moving the threshold to $0.930$~V brings it back to $2.8\times10^{-7}$. Scaling means and widths together leaves the minimum error unchanged, so the remaining 5\% rise comes from the random part. The Gaussian form somewhat overstates this rise: programmed cells near the threshold hold only about half the mean charge, so their loss fluctuates less. With binomial loss applied to each cell's own charge, the rise is about 3\%.

\item \textbf{Unequal use of the states.} If a fraction $w$ of the cells is erased, the condition is $wp_1=(1-w)p_2$, which adds $2\ln[w/(1-w)]$ to the right of (\ref{cond}). By (\ref{curv}), the left side has slope $2R/(s_1s_2)$ at $t^*$, so to first order the threshold moves by $s_1s_2\ln[w/(1-w)]/R$. For $w=0.6$ this is $0.011$~V upwards.
\end{itemize}

For your cell I would start at $0.98$~V. If you can measure the distributions well enough in their tails, use their measured crossing, because (\ref{slope}) holds for any smooth densities while (\ref{main}) needs Gaussian ones. The two densities must be measured separately, on cells with known data. A sweep over unknown data gives only $p_1+p_2$, whose minimum is in general not the crossing; for the Gaussian levels above it lies at $0.962$~V and gives about 6\% more errors. The measurement takes many cells: with the Gaussian densities above, $10^8$ cells in each state put only about nine of each into a $20$~mV interval at the crossing. A much smaller sample has to be extrapolated with a fitted tail, and the result is then only as good as the fit. If there are several crossings, compare $P$ at those where it has a minimum. The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
largest gap, search against formula: 2.2e-08 V
erased level: mean -1.00 V, width 0.40 V
programmed level: mean 2.00 V, width 0.20 V
separation d: 3.00 V
L = ln(s2/s1): -0.6931 (no unit)
R: 3.0276 V
midpoint threshold: 0.5000 V
equal-width-count threshold: 1.0000 V
logarithmic correction: -0.0185 V
large-separation threshold: 0.9815 V
optimal threshold: 0.9816 V
other density crossing: 5.0184 V
erased density at midpoint: 8.815e-04 1/V
programmed density at midpoint: 1.217e-12 1/V
erased density at optimum: 4.6730e-06 1/V
programmed density at optimum: 4.6730e-06 1/V
midpoint distance: 3.750 s1, 7.500 s2
optimum distance: 4.954 s1, 5.092 s2
mean error at midpoint: 4.421e-05
mean error at equal width count: 2.867e-07
mean error at optimum: 2.703e-07
error ratio midpoint/optimum: 163.5
misreads in 1e9 cells, midpoint: 44209
misreads in 1e9 cells, optimum: 270
erased cells misread at optimum: 3.635e-07
programmed cells misread at optimum: 1.772e-07
curvature of error, formula: 8.8424e-05 1/V^2
curvature of error, differences: 8.8428e-05 1/V^2
separation with optimal midpoint d_c: 0.5438 V
mean error at that separation: 0.1677
least d for optimum between means: 0.2355 V
gain from second crossing: 4.6e-52
gate length 30 nm, trap radius 45 nm
blocking oxide 7 nm, permittivity 3.9
threshold shift per electron: 3.56 mV
electrons in programmed cell: 562
charge lost: 5 %
erased after loss: -0.950 V, width 0.3802 V
programmed after loss: 1.900 V, width 0.1909 V
error after loss, old threshold: 4.693e-07
optimal threshold after loss: 0.9299 V
error after loss, new threshold: 2.845e-07
drift -1.0 mV/K, heating 60 K
level shift on heating: -0.060 V
error when hot, old threshold: 4.960e-07
tail fraction 1e-04, tail decay 0.30 V
error with tails at midpoint: 4.544e-05
error with tails, Gaussian optimum: 2.530e-06
optimal threshold with tails: 0.9144 V
error with tails, new optimum: 2.320e-06
shift for erased share 0.6: 0.0107 V
same shift from formula: 0.0107 V
error rise, read offset +0.02 V: 7.2 %
error rise, read offset -0.02 V: 6.1 %
\end{verbatim}
